# Many-body crystal momentum and the Lieb-Schultz-Mattis twist: a program that tests the result

```python
"""
Result under test: on a ring of L cells with N particles the twist operator
    U = exp[(2 pi i / L) * sum(position * occupation)]
obeys T U T^-1 = exp(-2 pi i N/L) U, so it raises the many-body crystal
momentum P by 2 pi N/L modulo 2 pi.
T moves every particle forward by one cell; T|psi> = exp(-i P)|psi>,
P = 2 pi m / L with integer m. Positions are measured in cell lengths.
Model: two sites per cell, hopping t1 inside a cell and t2 between cells,
repulsion V between neighbouring sites. Energies are in units of t1.
At most one particle sits on a site (spinless fermions or hard-core bosons).
"""
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh

t1, t2, V = 1.0, 0.6, 1.0
rng = np.random.default_rng(7)


def reorder(sites, fermions):
    """Sort creation operators; return ordered sites and exchange sign."""
    sign = 1
    if fermions:
        for a, b in itertools.combinations(sites, 2):
            if a > b:
                sign = -sign
    return tuple(sorted(sites)), sign


class Ring:
    def __init__(self, L, N, fermions=True):
        self.L, self.N = L, N
        M = 2 * L
        self.basis = list(itertools.combinations(range(M), N))
        self.dim = len(self.basis)
        index = {state: i for i, state in enumerate(self.basis)}
        self.target = np.zeros(self.dim, dtype=int)
        self.sign = np.zeros(self.dim)
        entries = [([], [], []), ([], [], [])]
        pairs = np.zeros(self.dim)
        for i, state in enumerate(self.basis):
            moved, sgn = reorder([(s + 2) % M for s in state], fermions)
            self.target[i], self.sign[i] = index[moved], sgn
            for p, s in enumerate(state):
                nxt = (s + 1) % M
                if nxt in state:
                    pairs[i] += 1
                    continue
                new = list(state)
                new[p] = nxt
                new, sgn = reorder(new, fermions)
                rows, cols, vals = entries[s % 2]
                rows.append(index[new])
                cols.append(i)
                vals.append(sgn)
        shape = (self.dim, self.dim)
        self.forward = [sp.csr_matrix((v, (r, c)), shape=shape, dtype=complex)
                        for r, c, v in entries]
        self.interaction = sp.diags(V * pairs).tocsr()
        self.T = sp.csr_matrix((self.sign, (self.target, np.arange(self.dim))),
                               shape=shape)

    def hopping(self, flux=0.0, offset=0.5):
        """Hopping energy with a flux spread evenly over the ring."""
        inside = -t1 * np.exp(1j * flux * offset / self.L)
        between = -t2 * np.exp(1j * flux * (1 - offset) / self.L)
        A = inside * self.forward[0] + between * self.forward[1]
        return (A + A.conj().T).tocsr()

    def hamiltonian(self, flux=0.0, offset=0.5):
        return (self.hopping(flux, offset) + self.interaction).tocsr()

    def twist(self, winding=1.0, offset=0.5):
        """Diagonal of the twist operator in the occupation basis."""
        X = np.array([sum(s // 2 + offset * (s % 2) for s in state)
                      for state in self.basis])
        return np.exp(2j * np.pi * winding * X / self.L)

    def sector(self, m):
        """Orthonormal columns spanning the states of momentum 2 pi m/L."""
        phases = np.exp(2j * np.pi * m * np.arange(self.L) / self.L)
        seen = np.zeros(self.dim, dtype=bool)
        rows, cols, vals, count = [], [], [], 0
        for start in range(self.dim):
            if seen[start]:
                continue
            amp, i, sgn = {}, start, 1.0
            for p in range(self.L):
                amp[i] = amp.get(i, 0) + sgn * phases[p]
                seen[i] = True
                sgn, i = sgn * self.sign[i], self.target[i]
            norm = np.sqrt(sum(abs(a) ** 2 for a in amp.values()))
            if norm > 1e-8:
                for i, a in amp.items():
                    rows.append(i)
                    cols.append(count)
                    vals.append(a / norm)
                count += 1
        return sp.csr_matrix((vals, (rows, cols)), shape=(self.dim, count),
                             dtype=complex)

    def weights(self, psi):
        """Probability of each momentum, from expectation values of T^p."""
        corr, v = [], psi.copy()
        for _ in range(self.L):
            corr.append(np.vdot(psi, v))
            v = self.T @ v
        p = np.arange(self.L)
        return np.array([np.mean(np.exp(2j * np.pi * m * p / self.L)
                                 * np.array(corr)).real
                         for m in range(self.L)])

    def levels(self, count=2):
        """Lowest levels of every momentum sector: (energy, m, vector)."""
        H, found, total = self.hamiltonian(), [], 0
        for m in range(self.L):
            Q = self.sector(m)
            total += Q.shape[1]
            Hm = (Q.conj().T @ H @ Q).tocsr()
            if Hm.shape[0] <= 400:
                E, W = np.linalg.eigh(Hm.toarray())
            else:
                v0 = rng.normal(size=Hm.shape[0]) + 0j
                E, W = eigsh(Hm, k=count, which="SA", ncv=40, v0=v0)
                order = np.argsort(E)
                E, W = E[order], W[:, order]
            for n in range(min(count, len(E))):
                found.append((float(E[n]), m, Q @ W[:, n]))
        assert total == self.dim
        return sorted(found, key=lambda x: (round(x[0], 8), x[1]))


def size(A):
    return abs(A).max()


print(f"hopping inside cell t1 = {t1:.1f}, between cells t2 = {t2:.1f}, "
      f"repulsion V = {V:.1f} (units of t1)")

# Operator identity, translation symmetry and flux equivalence
worst = 0.0
for fermions in (True, False):
    for N in range(1, 7):
        ring = Ring(6, N, fermions)
        T, H = ring.T, ring.hamiltonian()
        power = sp.identity(ring.dim, format="csr")
        for _ in range(6):
            power = T @ power
        assert size(power - sp.identity(ring.dim)) < 1e-12
        assert size(T @ H - H @ T) < 1e-12
        for offset in (0.5, 0.23):
            U = sp.diags(ring.twist(offset=offset)).tocsr()
            diff = size(T @ U @ T.T - np.exp(-2j * np.pi * N / 6) * U)
            worst = max(worst, diff)
            assert diff < 1e-11
            H0 = ring.hamiltonian(0.0, offset)
            H1 = ring.hamiltonian(2 * np.pi, offset)
            assert size(U @ H0 @ U.conj().T - H1) < 1e-11
print(f"largest error of T U T^-1 = exp(-2 pi i N/L) U, L=6, N=1..6, "
      f"fermions and bosons: {worst:.1e}")

# Ground-state momentum before and after the twist
print("L=6 fermions: N, filling, m before, m after, weight at m after, "
      "ground energy (t1)")
for N in range(1, 7):
    ring = Ring(6, N)
    E0, m0, psi = ring.levels()[0]
    before = ring.weights(psi)
    after = ring.weights(ring.twist() * psi)
    m1 = int(np.argmax(after))
    assert abs(before[m0] - 1) < 1e-8 and abs(after[m1] - 1) < 1e-8
    assert (m1 - m0 - N) % 6 == 0
    print(f"  {N}  {N / 6:.4f}  {m0}  {m1}  {after[m1]:.10f}  {E0:.6f}")
    if N == 3:
        half = ring.weights(ring.twist(winding=0.5) * psi)
        assert abs(half.sum() - 1) < 1e-8 and half.max() < 0.9
print("half winding, L=6, N=3: weights at m=0..5: "
      + " ".join(f"{abs(w):.4f}" for w in half))

# Spin rings with one spin per cell: twist built from S^z
for S in (0.5, 1.0):
    values = np.arange(-S, S + 0.5, 1.0)
    conf = np.array(list(itertools.product(values, repeat=6)))
    j = np.arange(6)
    U = np.exp(2j * np.pi * (conf @ j) / 6)
    moved = np.exp(2j * np.pi * (np.roll(conf, -1, axis=1) @ j) / 6)
    ratio, Mz = moved / U, conf.sum(axis=1)
    assert np.allclose(ratio, np.exp(-2j * np.pi * (S + Mz / 6)), atol=1e-11)
    shift = abs(np.angle(ratio[np.abs(Mz) < 1e-9][0])) / np.pi
    print(f"spin {S:.1f} ring, L=6, total S^z=0: momentum shift = "
          f"{shift:.4f} pi")

# Sector spectra with one flux quantum, found without the twist operator
ring = Ring(6, 2)
H0, H1 = ring.hamiltonian(), ring.hamiltonian(2 * np.pi)
spec0, spec1 = [], []
for m in range(6):
    Q = ring.sector(m)
    spec0.append(np.linalg.eigvalsh((Q.conj().T @ H0 @ Q).toarray()))
    spec1.append(np.linalg.eigvalsh((Q.conj().T @ H1 @ Q).toarray()))
print("L=6, N=2: m, lowest energy at flux 0, lowest energy at flux 2 pi (t1)")
for m in range(6):
    source = spec0[(m - 2) % 6]
    assert len(source) == len(spec1[m])
    assert np.allclose(spec1[m], source, atol=1e-9)
    print(f"  {m}  {spec0[m][0]:.6f}  {spec1[m][0]:.6f}")
assert abs(spec1[1][0] - spec0[3][0]) > 1e-3  # opposite shift is excluded

# Half filling per cell: energy cost of the twist
print("filling 1/2: L, N, m before, m after, ground energy, -<K> (t1)")
rows = []
for L in (2, 6, 10):
    ring = Ring(L, L // 2)
    levels = ring.levels()
    E0, m0, psi = levels[0]
    assert levels[1][0] - E0 > 1e-6
    H, U = ring.hamiltonian(), ring.twist()
    up, down = U * psi, U.conj() * psi
    m1 = int(np.argmax(ring.weights(up)))
    assert (m1 - m0 - L // 2) % L == 0
    assert abs(np.vdot(psi, up)) < 1e-7
    cost_up = np.vdot(up, H @ up).real - E0
    cost_down = np.vdot(down, H @ down).real - E0
    kinetic = -np.vdot(psi, ring.hopping() @ psi).real
    formula = (1 - np.cos(np.pi / L)) * kinetic
    bound = np.pi ** 2 * (t1 + t2) / (2 * L)
    true = min(E for E, m, _ in levels if m == m1) - E0
    assert abs((cost_up + cost_down) / 2 - formula) < 1e-7
    assert abs(cost_up - cost_down) < 1e-6
    assert 0 < true <= cost_up + 1e-8 and formula <= bound
    rows.append((L, true, cost_up, bound))
    print(f"  {L}  {L // 2}  {m0}  {m1}  {E0:.6f}  {kinetic:.6f}")
print("filling 1/2: L, true lowest excitation at shifted momentum, "
      "twist cost, bound (t1)")
for L, true, cost, bound in rows:
    print(f"  {L}  {true:.6f}  {cost:.6f}  {bound:.6f}")
assert rows[0][1] > rows[1][1] > rows[2][1]
assert rows[0][2] > rows[1][2] > rows[2][2]

# One particle per cell: momentum unchanged, a gap is permitted
print("filling 1: L, m before, m after, |<psi|U|psi>|, gap at fixed N (t1)")
gaps = []
for L in (4, 6, 8):
    ring = Ring(L, L)
    levels = ring.levels()
    E0, m0, psi = levels[0]
    twisted = ring.twist() * psi
    m1 = int(np.argmax(ring.weights(twisted)))
    overlap = abs(np.vdot(psi, twisted))
    gaps.append(levels[1][0] - E0)
    assert m1 == m0 and overlap > 0.1
    print(f"  {L}  {m0}  {m1}  {overlap:.6f}  {gaps[-1]:.6f}")
assert gaps[-1] > 0.5 * gaps[0]

print("all assertions hold")
```

Output:

```
hopping inside cell t1 = 1.0, between cells t2 = 0.6, repulsion V = 1.0 (units of t1)
largest error of T U T^-1 = exp(-2 pi i N/L) U, L=6, N=1..6, fermions and bosons: 7.4e-15
L=6 fermions: N, filling, m before, m after, weight at m after, ground energy (t1)
  1  0.1667  0  1  1.0000000000  -1.600000
  2  0.3333  1  3  1.0000000000  -2.984088
  3  0.5000  0  3  1.0000000000  -4.301900
  4  0.6667  2  0  1.0000000000  -4.943330
  5  0.8333  0  5  1.0000000000  -5.349657
  6  1.0000  3  3  1.0000000000  -5.047680
half winding, L=6, N=3: weights at m=0..5: 0.3242 0.0914 0.0914 0.3242 0.0843 0.0843
spin 0.5 ring, L=6, total S^z=0: momentum shift = 1.0000 pi
spin 1.0 ring, L=6, total S^z=0: momentum shift = 0.0000 pi
L=6, N=2: m, lowest energy at flux 0, lowest energy at flux 2 pi (t1)
  0  -2.739288  -2.412638
  1  -2.984088  -2.984088
  2  -2.412638  -2.739288
  3  -2.268120  -2.984088
  4  -2.412638  -2.412638
  5  -2.984088  -2.268120
filling 1/2: L, N, m before, m after, ground energy, -<K> (t1)
  2  1  0  1  -1.600000  1.600000
  6  3  0  3  -4.301900  4.372834
  10  5  0  5  -7.109314  7.236217
filling 1/2: L, true lowest excitation at shifted momentum, twist cost, bound (t1)
  2  1.200000  1.600000  3.947842
  6  0.506885  0.585849  1.315947
  10  0.313568  0.354166  0.789568
filling 1: L, m before, m after, |<psi|U|psi>|, gap at fixed N (t1)
  4  2  2  0.555877  0.847480
  6  3  3  0.654101  0.910619
  8  4  4  0.720520  0.946277
all assertions hold
```
